# Matthiessen's rule fails in a nondegenerate inversion layer

**Comment on the claim that inverse mobilities add exactly**

The argument under review concerns electrons in an inversion layer, scattered by phonons and by charged centres. It runs as follows. The two mechanisms are independent, so their scattering rates add. Mobility is proportional to the lifetime. Therefore

$$\frac1\mu=\frac1{\mu_{ph}}+\frac1{\mu_C}$$

is exact, and the Coulomb mobility $\mu_C$ can be found by subtracting a known phonon part from a measured $1/\mu$.

The first sentence is sound within the Boltzmann equation. The conclusion does not follow, because a mobility contains a lifetime averaged over energy, and the inverse of an average is not the average of the inverse. Simple scattering laws for the two mechanisms, derived below, suffice to show this and to estimate the error.

**1. What does add**

Take one isotropic parabolic subband of mass $m$, a weak lateral field and elastic scattering. Acoustic phonons are treated as elastic, which requires their energies to be small compared with $kT$. Write the distribution as $f_0(E)+g$, with $g=\phi(E)\cos\theta$ and $\theta$ measured from the force. If $W(\varphi)$ is the rate per unit angle for a deflection $\varphi$, collisions change $g$ at the rate

$$\phi\int W(\varphi)\,[\cos(\theta+\varphi)-\cos\theta]\,d\varphi=-\phi\cos\theta\int W(\varphi)(1-\cos\varphi)\,d\varphi .$$

The term in $\sin\theta\sin\varphi$ has dropped out because $W$ is even. The last integral is the momentum relaxation rate $1/\tau(E)$. It is linear in $W$, so for $W=W_{ph}+W_C$

$$\frac1{\tau(E)}=\frac1{\tau_p(E)}+\frac1{\tau_C(E)} .$$

This is the correct content of "independent rates add", and it holds at each energy separately.

**2. What is averaged**

In the steady state a force $F$ balances the collisions:

$$\frac F\hbar\frac{\partial f_0}{\partial k_x}=-\frac g\tau .$$

For Maxwell-Boltzmann carriers $\partial f_0/\partial k_x=-\hbar v_xf_0/kT$, hence $g=F\tau v_xf_0/kT$. The drift velocity is the sum of $v_xg$ divided by the sum of $f_0$. Averaging over angle gives $v_x^2\to v^2/2=E/m$. The two-dimensional density of states is constant and cancels. With $x=E/kT$ and $\int_0^\infty e^{-x}dx=1$,

$$\mu=\frac em\langle\tau\rangle,\qquad \langle\tau\rangle=\int_0^\infty x\,e^{-x}\,\tau(x)\,dx ,$$

where $e>0$ and $\mu$ is a magnitude. The weight is normalized: $\langle1\rangle=1$. Also $\langle x\rangle=\int x^2e^{-x}dx=2$ and $\langle1/x\rangle=1$.

**3. The two lifetimes**

*Phonons.* A long-wave acoustic mode with dilation amplitude $\Delta_q$ has elastic energy $\tfrac12\rho s^2V|\Delta_q|^2$, where $\rho$ is the mass density, $s$ the sound speed and $V$ the volume. Equipartition gives $\langle|\Delta_q|^2\rangle=kT/(\rho s^2V)$, independent of $q$. The electron feels the potential $\Xi\Delta$, with $\Xi$ the deformation potential. Summing over the phonon momentum normal to the layer replaces $1/V$ by $I/A$, where $A$ is the area and $I=\int\psi^4dz$ for the envelope $\psi(z)$. The density of final states per spin and area is $m/(2\pi\hbar^2)$, so the golden rule gives

$$\frac1{\tau_p}=\frac{2\pi}\hbar\,\frac{\Xi^2kT\,I}{\rho s^2}\,\frac m{2\pi\hbar^2}=\frac{\Xi^2kT\,m\,I}{\hbar^3\rho s^2}.$$

The scattering is isotropic and $\tau_p$ does not depend on energy.

*Charges.* Let $N_i$ unscreened, randomly placed charges per area lie in the plane of a thin layer, and let $\varepsilon$ be the mean permittivity of the two adjoining media. Since $\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}/r=2\pi\int_0^\infty J_0(qr)\,dr=2\pi/q$, the potential $e^2/(4\pi\varepsilon r)$ has the transform $V(q)=e^2/(2\varepsilon q)$. In Born approximation

$$\frac1{\tau_C}=\frac{N_im}{2\pi\hbar^3}\int_0^{2\pi}V(q)^2(1-\cos\varphi)\,d\varphi,\qquad q=2k\sin\frac\varphi2 .$$

Because $1-\cos\varphi=2\sin^2(\varphi/2)$, we have $(1-\cos\varphi)/q^2=1/(2k^2)$ at every angle. The integral is therefore $2\pi(e^2/2\varepsilon)^2/(2k^2)$, and with $k^2=2mE/\hbar^2$

$$\frac1{\tau_C}=\frac{N_ie^4}{16\,\varepsilon^2\hbar E},\qquad \tau_C=\tau_1x,\qquad \tau_1=\frac{16\,\varepsilon^2\hbar\,kT}{N_ie^4}.$$

Fast carriers are deflected less. This energy dependence, absent for the phonons, is what the argument loses.

**4. The correct mobility**

With one mechanism at a time,

$$\mu_{ph}=\frac{e\tau_p}m,\qquad \mu_C=\frac{e\tau_1}m\langle x\rangle=\frac{2e\tau_1}m .$$

Define $a=\tau_p/\tau_1=2\mu_{ph}/\mu_C$. With both present, $1/\tau=1/\tau_p+1/(\tau_1x)$ gives $\tau=\tau_px/(x+a)$, so

$$\frac\mu{\mu_{ph}}=\int_0^\infty\frac{x^2e^{-x}}{x+a}\,dx .$$

Polynomial division gives $x^2/(x+a)=x-a+a^2/(x+a)$. The first two terms integrate to $1-a$. In the third, put $u=x+a$:

$$\int_0^\infty\frac{e^{-x}}{x+a}\,dx=e^a\int_a^\infty\frac{e^{-u}}u\,du=e^aE_1(a),$$

which defines the exponential integral $E_1$. Hence

$$\mu=\mu_{ph}\left[1-a+a^2e^aE_1(a)\right],\qquad \mu_M=\frac{\mu_{ph}}{1+a/2},$$

the second being the value claimed in the argument. They are different functions of $a$.

**5. Why the rule errs upwards**

The sign of the error needs no special functions. Let

$$p(E)=\frac{1/\tau_p}{1/\tau_p+1/\tau_C}=\frac{\tau_C}{\tau_p+\tau_C}$$

be the phonon share of the scattering rate. For any constant $s$,

$$\tau_ps^2+\tau_C(1-s)^2-(\tau_p+\tau_C)(s-p)^2=\tau_C-\frac{\tau_C^2}{\tau_p+\tau_C}=\frac{\tau_p\tau_C}{\tau_p+\tau_C}.$$

To see this, expand the squares: the terms in $s^2$ cancel, and those in $s$ cancel because $(\tau_p+\tau_C)p=\tau_C$. Now average, with the choice $s=\langle\tau_C\rangle/(\langle\tau_p\rangle+\langle\tau_C\rangle)$. The first two terms become

$$\frac{\langle\tau_p\rangle\langle\tau_C\rangle^2+\langle\tau_C\rangle\langle\tau_p\rangle^2}{(\langle\tau_p\rangle+\langle\tau_C\rangle)^2}=\frac{\langle\tau_p\rangle\langle\tau_C\rangle}{\langle\tau_p\rangle+\langle\tau_C\rangle},$$

which is the Matthiessen lifetime. Therefore

$$\mu_M-\mu=\frac em\left\langle(\tau_p+\tau_C)\,(p-s)^2\right\rangle\ge0 .$$

The rule assigns one share $s$ to all carriers. Its error is the weighted spread of the true share about $s$, and it vanishes when the ratio $\tau_C/\tau_p$ is the same at all energies. Independence of the mechanisms is not the relevant condition. Here $p=x/(x+a)$ varies with energy, so $\mu_M>\mu$ for every finite $a>0$.

**6. Size of the error, and two limits**

The overestimate $\mu_M/\mu-1$, relative to the true mobility, depends on the single ratio $\mu_{ph}/\mu_C=a/2$.

*Weak Coulomb scattering, $a\ll1$.* To first order $\mu/\mu_{ph}=1-a$, while $\mu_M/\mu_{ph}=1-a/2$. The overestimate tends to $a/2$. It is small, but the extracted Coulomb mobility is badly wrong:

$$\frac1\mu-\frac1{\mu_{ph}}\simeq\frac a{\mu_{ph}}=\frac2{\mu_C}.$$

Subtraction returns half the true $\mu_C$. Because $\tau_p$ is constant here, a weak perturbation adds its rate averaged with the transport weight $xe^{-x}$, proportional to $\langle1/x\rangle=1$, whereas $1/\mu_C$ contains $1/\langle x\rangle=1/2$. At $a=10^{-4}$ the full formula gives an extracted-to-true ratio of 0.5004. The limit is approached slowly: the ratio is 0.52 at $a=0.01$, 0.58 at $a=0.1$ and 0.68 at $a=0.5$.

*Strong Coulomb scattering, $a\gg1$.* Expanding $1/(x+a)=1/a-x/a^2+\dots$ under the integral, with $\int x^2e^{-x}dx=2$ and $\int x^3e^{-x}dx=6$, gives

$$\frac\mu{\mu_{ph}}\simeq\frac2a\left(1-\frac3a\right),\qquad \frac{\mu_M}{\mu_{ph}}=\frac2{a+2}\simeq\frac2a\left(1-\frac2a\right),$$

so the overestimate tends to $1/a$.

Between these limits the error must peak. A numerical scan from $a=0.01$ to $100$ finds a single maximum, 12.4 % at $a=1.64$, that is, at $\mu_{ph}/\mu_C=0.82$. At equal component mobilities it is 12.3 %. These figures belong to this pair of scattering laws; they are not a general ceiling on the error of Matthiessen's rule.

**7. Where the rule recovers**

For a degenerate gas the weight $xe^{-x}$ is replaced by $x(-\partial f_0/\partial x)$, suitably normalized, which is concentrated near $\eta=E_F/kT$. Take lifetimes that are equal at the Fermi energy, $\tau_p=\tau_0$ and $\tau_C=\tau_0x/\eta$. Then $p=x/(x+\eta)$, whose slope at $x=\eta$ is $1/(4\eta)$. With $\delta=x-\eta$, we have $p-s\simeq\delta/(4\eta)$, since $s$ differs from $1/2$ by order $1/\eta^2$. The Fermi window has $\langle\delta^2\rangle\simeq\pi^2/3$, so the deficit in lifetime is

$$2\tau_0\,\frac{\pi^2/3}{16\eta^2}=\frac{\pi^2\tau_0}{24\eta^2}.$$

Dividing by the lifetime $\tau_0/2$ gives a relative overestimate $\pi^2/(12\eta^2)$. Numerical averaging at $\eta=60$ gives 0.0228 %, in agreement. Within this one-subband model the rule is thus a good approximation for a strongly degenerate layer. The layer treated next is not one.

**8. A silicon layer near threshold**

Consider electrons on (100) silicon at 300 K with $m=0.19\,m_0$, $\mu_{ph}=600$ and $\mu_C=300$ cm²/Vs. From $\tau_p=m\mu_{ph}/e$ and $\tau_1=m\mu_C/(2e)$,

$$\tau_p=64.8\ \text{fs},\qquad \tau_1=16.2\ \text{fs},\qquad a=\frac{64.8}{16.2}=4.00 .$$

With $e^4E_1(4)=0.2063$,

$$\frac\mu{\mu_{ph}}=1-4+16\,(0.206346)=0.3015,\qquad \mu=180.9\ \text{cm}^2/\text{Vs}.$$

The argument under review gives instead

$$\mu_M=\left(\frac1{600}+\frac1{300}\right)^{-1}=200.0\ \text{cm}^2/\text{Vs}.$$

The mobility overestimate is $200.00/180.92-1=10.5\,\%$. The spread formula of section 5, integrated separately, gives a deficit of 19.1 cm²/Vs, as it should. Its origin is visible in the shares: phonons supply 20 % of the scattering rate at $E=kT$ and 50 % at $E=4kT$, while the rule assumes 33 % throughout.

Used in reverse, the rule does more harm. A measured 180.9 cm²/Vs would be read as

$$\mu_C=\left(\frac1{180.9}-\frac1{600}\right)^{-1}=259\ \text{cm}^2/\text{Vs},$$

which is 13.7 % below the true 300.

At 400 K, with the charge density and confinement held fixed, $\mu_{ph}\propto1/T$ and $\mu_C\propto T$, so $a\propto T^{-2}$ falls to 2.25. The overestimate rises to 12.1 %, because $a$ moves towards the maximum.

**9. How far the idealized laws can be trusted here**

The component mobilities are rough typical values for a heavily doped silicon transistor near threshold. I take a sheet density $N_s=2\times10^{11}$ cm⁻² and doping of $10^{18}$ cm⁻³, with 1 eV band bending. The doping and bending give a mean normal field of 0.57 MV/cm; the sheet density gives $E_F/kT=-3.0$, measured from the lowest subband, if all carriers are placed in that subband (the value used in the table), and $-3.2$ when the higher subbands and fourfold valleys take their share, so Maxwell-Boltzmann statistics are adequate. The bending is a rounded value: with a silicon gap of 1.12 eV this sheet density needs about 1.08 eV, which would raise the field only to 0.59 MV/cm. Real layers depart more seriously from the two assumed lifetimes. The table gives the overestimate when one assumption is changed and $\mu_{ph}$ and $\mu_C$ are held fixed.

| Change | Overestimate |
|---|---|
| None | 10.5 % |
| Fermi statistics | 10.4 % |
| Fourfold valleys | 10.7 % |
| Surface roughness | 10.1 % |
| Screening | 8.1 % |
| Finite layer depth | 20.8 % |
| Intervalley phonons | 21.6 % |
| Coulomb beyond Born | 3.3 % |

*Valleys and roughness.* In a triangular well the fourfold valleys hold 14.7 % of the carriers, or about 17 % if the depletion field is allowed to fall with depth; they are treated as a parallel channel without intersubband scattering. Scattering into higher subbands is also left out of the table. In the triangular well the second subband of the twofold valleys lies about $3.5\,kT$ above the first, and letting acoustic phonons scatter carriers into it raises the 10.5 % to about 14 %. Roughness is a third mechanism, with a rough mobility of 2000 cm²/Vs and a Gaussian correlation length of 1.5 nm, and is included in both the true and the Matthiessen sums.

*Screening.* To a potential energy $V$ that varies slowly in space, nondegenerate carriers respond with density $-N_sV/kT$. Used at all $q$, this changes $1/q$ in the potential to $1/(q+q_s)$, where $q_s=e^2N_s/(2\varepsilon kT)=0.090$ nm⁻¹. The rate is reduced most at small $q$, hence for slow carriers. This flattens $\tau_C(E)$ and reduces the error.

*Layer depth.* The potential of an interface charge decays as $e^{-qz}$. Averaged over an envelope density $\tfrac12b^3z^2e^{-bz}$ it acquires the factor $(1+q/b)^{-3}$. The mean depth is $3/b=1.48$ nm; a numerical envelope gives about 1.4 nm and moves the overestimate from 20.8 to 21.2 %. Large $q$ is suppressed, fast carriers gain most, and $\tau_C$ rises faster than $E$. Dopants spread through the depletion region, which the table leaves out, follow yet another energy law; unscreened and in Born approximation they also give an overestimate near 20 %. They are not a small omission: in that approximation $10^{18}$ cm⁻³ of dopants alone would give a mobility near 620 cm²/Vs, about half of the Coulomb scattering implied by $\mu_C=300$, so charges in the plane of the layer describe at most part of the Coulomb scattering in this device.

*Intervalley phonons.* Phonons of 62 meV that link the two equivalent valleys can be emitted above $x=62/25.85=2.4$. These collisions change the energy, but they scatter isotropically, so the arriving carriers bring no net momentum and the total departure rate is the momentum relaxation rate. With rough couplings (12 eV acoustic, $1.1\times10^9$ eV/cm intervalley, sound speed $9\times10^5$ cm/s) they add about 0.09 of the acoustic rate below that energy and 1.1 above it. The phonon lifetime then falls where the Coulomb lifetime rises, which widens the spread of $p$. Only the ratio of the couplings is used: taken at face value they would give a phonon mobility near 1600 cm²/Vs with the variational envelope, or 1300 with a numerical one, not 600, so this entry tests the shape of $\tau_p(E)$ and does not explain its size. The acoustic phonons are not quite elastic either. In so thin a layer their mean energy is roughly a quarter of $kT$, and allowing for it raises the 10.5 % by about one percentage point.

*Beyond Born.* The Born approximation needs $ka_B\gg1$, with $a_B=4\pi\varepsilon\hbar^2/(me^2)=2.17$ nm. At the thermal wave number $ka_B$ is 0.78, so the condition fails. For a bare charge the correction can be found. Put $G=1/(ka_B)$. For angular momentum $M$, the function $u=\sqrt r\,R$ obeys

$$u''+\left[k^2-\frac{M^2-\tfrac14}{r^2}-\frac{2Gk}r\right]u=0$$

for repulsion. This is the three-dimensional Coulomb equation with $l=|M|-\tfrac12$, whose phase shift is $\delta_M=\arg\Gamma(|M|+\tfrac12+iG)$. Since $1-\cos\varphi=\tfrac12|1-e^{i\varphi}|^2$, the transport cross-section couples neighbouring partial waves:

$$\sigma_{tr}=\frac2k\sum_M\sin^2(\delta_{M+1}-\delta_M)=\frac4k\sum_{M\ge0}\frac{G^2}{(M+\frac12)^2+G^2}=\frac{2\pi G}k\tanh\pi G .$$

The second step uses $\Gamma(z+1)=z\Gamma(z)$, so that $\delta_{M+1}-\delta_M=\arg(M+\tfrac12+iG)$, and the mirror symmetry $M\to-M$. Attraction, $G\to-G$, gives the same value. Small $G$ gives the Born result $2\pi^2G^2/k$; hence the Born lifetime must be multiplied by $\pi G/\tanh\pi G$. For slow carriers this factor varies as $E^{-1/2}$, leaving $\tau_C\propto\sqrt E$. The shares vary less with energy, and the overestimate drops to 3.3 %.

The entries do not add. Fermi statistics, screening, layer depth, intervalley phonons and roughness taken together, still in Born approximation, give 33 %; halving the energy mesh moves this by less than 0.01 percentage point, but a numerical envelope in place of the variational one raises it by about 0.8 point, to nearly 34 %. The Born correction, derived for a bare charge in a thin layer, cannot simply be multiplied into that case. For this device the 10.5 % is therefore the result of a stated model, and the changes of the model tried here move it between about 3 and 34 %. The inequality is sturdier than the number: for any positive $\tau_p(E)$ and $\tau_C(E)$ averaged with the same positive weight, section 5 forbids a negative error.

**Requested revision**

The claim of exactness should be withdrawn. The addition law should be stated for $1/\tau(E)$, and the energy average taken afterwards. Where $\mu_C$ is inferred from data, the energy average should be inverted with lifetimes suited to the device, and the assumed energy laws declared. The closed form of section 4 is not a universal correction. If the Coulomb lifetime followed the beyond-Born law of section 9, with a true $\mu_C$ of 300 cm²/Vs, subtraction would return 286 cm²/Vs, while solving the closed form for $a$ would return 335. The numerical output below lists the inputs and the results for the table entries and the combined case.

## Calculated quantities

```
Temperature: 300 K; kT = 25.85 meV
Phonon mobility (input): 600 cm2/Vs
Coulomb mobility (input): 300 cm2/Vs
In-plane mass: 0.19 m0; normal mass: 0.916 m0
Phonon lifetime tau_p: 64.8 fs
Coulomb lifetime at E=kT, tau_1: 16.2 fs
Parameter a: 4.000
exp(a)*E1(a): 0.206346
True/phonon mobility: 0.30153
True mobility: 180.9 cm2/Vs
Matthiessen mobility: 200.0 cm2/Vs
Overestimate: 10.55 %
Deficit from spread of phonon share: 19.08 cm2/Vs
Phonon share of rate at E=kT: 0.200
Phonon share of rate at E=4kT: 0.500
Phonon share assumed by Matthiessen: 0.333
Coulomb mobility by subtraction: 259.0 cm2/Vs
Its error: -13.7 %
Weak-Coulomb extracted/true ratio: 0.5004
Largest overestimate: 12.38 % at a = 1.641
There mu_ph/mu_C = 0.820
Overestimate at equal mobilities: 12.28 %
Degenerate gas, E_F=60kT: 0.0228 %
Sheet density: 2.0e+11 cm^-2; E_F/kT = -3.00
Doping: 1.0e+18 cm^-3; bending 1.0 eV
Relative permittivity Si, oxide: 11.7, 3.9
Depletion density: 3.60e+12 cm^-2
Mean normal field: 0.57 MV/cm
Born charge density for mu_C: 3.12e+11 cm^-2
Mean layer depth 3/b: 1.48 nm
Thermal wave number: 0.359 nm^-1
Screening wave number: 0.090 nm^-1
Bohr radius: 2.17 nm; k_T*a_B = 0.78
Lowest-subband share: 82.6 %
Fourfold-valley share: 14.7 %
Deformation potential (acoustic): 12 eV
Intervalley coupling: 1.1e+09 eV/cm
Intervalley phonon: 62 meV; occupation 0.100
Sound speed: 9.0e+05 cm/s
Intervalley/acoustic coupling ratio: 0.92
Roughness: 2000 cm2/Vs; length 1.5 nm
Overestimate with Fermi statistics: 10.37 %
Overestimate with screening: 8.08 %
Overestimate with layer thickness: 20.82 %
Overestimate with intervalley phonons: 21.63 %
Overestimate with surface roughness: 10.07 %
Overestimate with fourfold valleys: 10.68 %
Overestimate with Coulomb beyond Born: 3.29 %
Overestimate, combined Born effects: 32.80 %
Mesh-halving shift: 0.0073 points
Overestimate at 400 K: 12.13 %
Parameter a at 400 K: 2.250
```
